# Velocity-dependent current-induced forces: friction and the workless Berry-curvature part, part 1

(Sections cited here and not found follow in the second part.)

## First half: the force, its two parts, and the proof

When two atomic coordinates $x_1$ and $x_2$ move slowly through a current-carrying electron system, the mean electronic force on them is, to first order in the velocities $v_j=\dot x_j$,

$$F_i=F_i^0(x)-\sum_j\gamma_{ij}(x)\,v_j ,\qquad \gamma_{ij}=\gamma^s_{ij}+\gamma^a_{ij},$$

with $\gamma^s_{ij}=\tfrac12(\gamma_{ij}+\gamma_{ji})$ and $\gamma^a_{ij}=\tfrac12(\gamma_{ij}-\gamma_{ji})$. The power delivered by the velocity-dependent force is

$$P=-\sum_{ij}v_i\gamma_{ij}v_j=-\sum_{ij}v_i\gamma^s_{ij}v_j .$$

The antisymmetric part drops out at every instant and on every path. It acts like a magnetic force: it turns the velocity in the $(x_1,x_2)$ plane without changing the kinetic energy. For a closed system with a gap it is set by the Berry curvature of the occupied electronic states, and the expression below continues that result to a contact with open leads.

The algebra behind the vanishing power takes one line. Since $\gamma^a_{ji}=-\gamma^a_{ij}$, renaming the summation indices gives

$$\sum_{ij}v_i\gamma^a_{ij}v_j=\sum_{ij}v_j\gamma^a_{ji}v_i=-\sum_{ij}v_i\gamma^a_{ij}v_j ,$$

and a number equal to its own negative is zero. The converse also holds. Suppose that a force linear in velocity does no work for any $v$. Taking $v$ along one axis gives $\gamma_{ii}=0$, and taking $v_i=v_j=1$ then gives $\gamma_{ij}+\gamma_{ji}=0$. The symmetric part therefore vanishes, so that workless and antisymmetric mean the same thing for such forces.

The split does not depend on the choice of coordinates. If $x$ is a function of new coordinates $q$, then $v=J\dot q$ with $J_{ik}=\partial x_i/\partial q_k$. Equality of power requires the new forces to be $J^TF$, so $\gamma$ becomes $J^T\gamma J$. The transpose of this matrix is $J^T\gamma^TJ$, and the symmetric and antisymmetric parts transform separately.

Zero total power does not mean zero power on each coordinate. For two coordinates,

$$P_1^a=-\gamma^a_{12}v_1v_2,\qquad P_2^a=-\gamma^a_{21}v_2v_1=+\gamma^a_{12}v_1v_2 .$$

Energy can pass from one atom to the other. The antisymmetric force also bends the path, and the work of other forces may depend on the path. It can therefore affect the energy balance indirectly, although its own contribution is zero.

The microscopic content lies in the formulas for the two parts. Consider non-interacting electrons with a one-particle Hamiltonian $H(x)$. The coordinates are classical, and they enter only within a finite region that is coupled to leads. The coupling to the leads does not depend on $x$. The factor $g$ counts spin, and $\Lambda_i=\partial H/\partial x_i$. With the one-particle density matrix $\rho_{ab}=\langle c_b^\dagger c_a\rangle$ for one spin, the mean force is

$$F_i=-g\,\mathrm{tr}(\Lambda_i\rho).$$

Direct forces between the ion cores depend on position alone and are left out of $F_i$.

Let the atoms be at $x$ at time $t$. At an earlier time $t'=t-\tau$ they were at $x-v\tau$, if the acceleration over the electronic memory time is neglected. To first order in velocity,

$$H(t')=H(x)+W(t'),\qquad W(t')=-\tau\sum_j\Lambda_jv_j .$$

The density matrix therefore lags behind the steady state that belongs to the present position. Let $\rho_s$ be this steady state and let $U(\tau)=e^{-iH\tau/\hbar}$ act on the whole system including the leads. First-order perturbation theory gives

$$\delta\rho=-\frac{i}{\hbar}\int_0^\infty d\tau\;U(\tau)\,[W,\rho_s]\,U^\dagger(\tau).$$

Define the retarded function $G(\tau)=-(i/\hbar)\theta(\tau)U(\tau)$ and the correlation function $C(\tau)=U(\tau)\rho_s$. In a steady state $\rho_s$ commutes with $U$, so $\rho_sU^\dagger(\tau)=C(-\tau)$. The two terms of the commutator become

$$\delta\rho=\int_{-\infty}^{\infty}d\tau\,\big[G(\tau)\,W\,C(-\tau)+C(\tau)\,W\,G(\tau)^\dagger\big].$$

The step function inside $G$ permits the extended limits. Because $W$ acts within the finite region and the force needs only that block of $\delta\rho$, every matrix may now be restricted to the region.

In energy space,

$$G(\tau)=\int\frac{d\varepsilon}{2\pi\hbar}\,e^{-i\varepsilon\tau/\hbar}G(\varepsilon),\qquad C(\tau)=\int\frac{d\varepsilon}{2\pi}\,e^{-i\varepsilon\tau/\hbar}N(\varepsilon).$$

The Hermitian matrix $N$ describes which states are filled, and $\rho_s=\int d\varepsilon\,N/2\pi$. The factor $\tau$ in $W$ is removed with $\tau e^{-i\varepsilon\tau/\hbar}=i\hbar\,\partial_\varepsilon e^{-i\varepsilon\tau/\hbar}$ and an integration by parts, whose boundary terms vanish because $G$ falls off at large $|\varepsilon|$:

$$\tau G(\tau)=-i\hbar\int\frac{d\varepsilon}{2\pi\hbar}\,e^{-i\varepsilon\tau/\hbar}G'(\varepsilon),$$

where a prime denotes $d/d\varepsilon$. The Hermitian conjugate relation has $+i\hbar$. The remaining time integral is $\int d\tau\,e^{i(\varepsilon'-\varepsilon)\tau/\hbar}=2\pi\hbar\,\delta(\varepsilon'-\varepsilon)$. The minus sign in $W$ multiplies both terms, and the result is

$$\delta\rho=i\hbar\sum_jv_j\int\frac{d\varepsilon}{2\pi}\big[G'\Lambda_jN-N\Lambda_jG^{\dagger\prime}\big].$$

The second term is the Hermitian conjugate of the first once the factor $i$ is included, as a density matrix requires.

Insert this into the force and write $z_{ij}=\mathrm{tr}[\Lambda_iG'\Lambda_jN]$. Conjugating a trace reverses the order of its factors and takes the adjoint of each, so

$$z_{ij}^*=\mathrm{tr}[N\Lambda_jG^{\dagger\prime}\Lambda_i]=\mathrm{tr}[\Lambda_iN\Lambda_jG^{\dagger\prime}].$$

The bracket therefore contributes $i(z_{ij}-z_{ij}^*)=-2\,\mathrm{Im}\,z_{ij}$. Comparison with $\delta F_i=-\sum_j\gamma_{ij}v_j$ yields

$$\gamma_{ij}=-\frac{g\hbar}{\pi}\int d\varepsilon\;\mathrm{Im}\,\mathrm{tr}[\Lambda_iG'\Lambda_jN].$$

To separate the parts, exchange $i$ and $j$ in the conjugated trace and use its cyclic property:

$$z_{ji}^*=\mathrm{tr}[\Lambda_jN\Lambda_iG^{\dagger\prime}]=\mathrm{tr}[\Lambda_iG^{\dagger\prime}\Lambda_jN].$$

Hence $\mathrm{Im}\,z_{ji}=-\mathrm{Im}\,\mathrm{tr}[\Lambda_iG^{\dagger\prime}\Lambda_jN]$. Half the sum of $\gamma_{ij}$ and $\gamma_{ji}$ contains $G'-G^{\dagger\prime}$, and half the difference contains $G'+G^{\dagger\prime}$. With the spectral function $A=i(G-G^\dagger)$ one has $G'-G^{\dagger\prime}=-iA'$, and $\mathrm{Im}(-iw)=-\mathrm{Re}\,w$. Therefore

$$\gamma^s_{ij}=\frac{g\hbar}{2\pi}\int d\varepsilon\;\mathrm{Re}\,\mathrm{tr}[\Lambda_iA'\Lambda_jN],$$

$$\gamma^a_{ij}=-\frac{g\hbar}{2\pi}\int d\varepsilon\;\mathrm{Im}\,\mathrm{tr}[\Lambda_i(G+G^\dagger)'\Lambda_jN].$$

These formulas hold for the mean force, at first order in velocity, for electrons without dynamical interactions. The response must also fade quickly enough for the time integral to converge. A bound state that never loses its memory to the leads would need separate treatment.

Thermal equilibrium shows what the symmetric part means. There $N=fA$, with $f$ the Fermi function. Conjugation gives $\mathrm{Re}\,\mathrm{tr}[\Lambda_iA'\Lambda_jA]=\mathrm{Re}\,\mathrm{tr}[\Lambda_iA\Lambda_jA']$, so each equals half the derivative of $\mathrm{tr}[\Lambda_iA\Lambda_jA]$, which is real by the same argument. An integration by parts moves the derivative to $f$:

$$\gamma^s_{ij}=\frac{g\hbar}{4\pi}\int d\varepsilon\,(-f')\,\mathrm{tr}[\Lambda_iA\Lambda_jA].$$

For any velocity let $V=\sum_iv_i\Lambda_i$. Because $A$ has no negative eigenvalues, it has a Hermitian square root, and

$$\mathrm{tr}[VAVA]=\mathrm{tr}\big[(A^{1/2}VA^{1/2})^2\big]\ge0 .$$

Since $-f'$ is positive, equilibrium electrons can damp the motion but cannot drive it. This is ordinary electronic friction, and it needs no current. Away from equilibrium the argument fails, because $N$ is no longer one Fermi function times $A$, and nothing then fixes the sign of the eigenvalues of $\gamma^s$.

The antisymmetric part behaves differently. If $H$ is real, as for spinless orbitals without a magnetic field, then $G$ is a symmetric matrix and both $A$ and $G+G^\dagger=2\,\mathrm{Re}\,G$ are real. With $N=fA$ the trace in $\gamma^a$ has no imaginary part, and $\gamma^a=0$. A nonzero value then requires a steady state out of equilibrium. A voltage between the leads provides such a state, and so does a temperature difference at zero voltage. In equilibrium, an antisymmetric part requires broken time-reversal symmetry, for instance by a magnetic field. Spin-orbit coupling alone makes $H$ complex but is not enough, because the contributions of time-reversed states cancel in equilibrium.

The link with Berry curvature appears for a closed system with discrete levels $|n\rangle$, energies $\varepsilon_n$ and occupations $f_n$. Here

$$N=2\pi\sum_nf_n\,\delta(\varepsilon-\varepsilon_n)|n\rangle\langle n|,\qquad G'=-\sum_m\frac{|m\rangle\langle m|}{(\varepsilon-\varepsilon_m+i0)^2}.$$

For $m\ne n$ the sum $(G+G^\dagger)'$ contributes $-2/(\varepsilon_n-\varepsilon_m)^2$. The term $m=n$ multiplies $\langle n|\Lambda_i|n\rangle\langle n|\Lambda_j|n\rangle$, which is real. At a small finite level width it therefore has no imaginary part, and it is dropped before the width is taken to zero. What remains is

$$\gamma^a_{ij}=2g\hbar\sum_nf_n\,\mathrm{Im}\sum_{m\ne n}\frac{\langle n|\Lambda_i|m\rangle\langle m|\Lambda_j|n\rangle}{(\varepsilon_n-\varepsilon_m)^2}.$$

Perturbation theory gives $\langle m|\partial_jn\rangle=\langle m|\Lambda_j|n\rangle/(\varepsilon_n-\varepsilon_m)$, so the inner sum has the imaginary part of $\langle\partial_in|\partial_jn\rangle$. The missing term with $m=n$ is real, because normalization makes $\langle n|\partial_jn\rangle$ imaginary and the product of one such number with the conjugate of another is real. With the Berry connection $\mathcal A_j=i\langle n|\partial_jn\rangle$, the curvature is

$$\Omega^n_{ij}=\partial_i\mathcal A_j-\partial_j\mathcal A_i=i\big(\langle\partial_in|\partial_jn\rangle-\langle\partial_jn|\partial_in\rangle\big)=-2\,\mathrm{Im}\langle\partial_in|\partial_jn\rangle ,$$

and therefore

$$\gamma^a_{ij}=-g\hbar\sum_nf_n\,\Omega^n_{ij}.$$

The corresponding force is $+g\hbar\sum_{nj}f_n\Omega^n_{ij}v_j$, with the form of a magnetic force in coordinate space. The curvature of a single level is defined only while that level is isolated, since the denominator vanishes at a degeneracy. In the sum for $\gamma^a_{ij}$, however, the terms between two equally filled levels cancel, because exchanging $n$ and $m$ reverses the sign of the imaginary part. The total therefore needs a gap only between levels of different occupation.

A two-level system with $H=x\sigma_x+y\sigma_y+\sigma_z$, in dimensionless units and with $g=1$, tests both the sign and the factor. At $(x,y)=(0.3,0.2)$, the Berry phase of the lower level around a square of side $0.001$, divided by the area of the square, is $0.4162$. The open-system formula, with a level width of $0.002$ and the chemical potential in the gap, gives $\gamma^a_{12}/\hbar=-0.4162$.

In a contact with continuous spectra there is no gap, and $N$ mixes states supplied by different leads. The name Berry-curvature force then refers to this continuation of the closed-system formula. The proof of zero work does not rest on that interpretation. It uses the antisymmetry in $i$ and $j$, which the exchange of indices has established for the open system as well.

The velocity-dependent force has been split into a symmetric part, which carries all of its power, and an antisymmetric part, which does no total work, with formulas for both in an open system. What remains is to evaluate them for a biased contact and to set out its energy balance, including the work of the position-dependent force.

Numbers in the example were calculated in double precision.
